# When a point heat pulse in silicon peaks at a distance

## The problem

A small hot spot on the top face of a silicon chip releases 1.0 nJ of heat in a very short time. A temperature sensor lies on the same face, 10 µm away. When does the sensor read its highest temperature, and how large is the rise?

Take the silicon to be uniform and isotropic, so thick and wide that its other faces do not matter, and initially at 300 K throughout. No heat crosses the top face. The hot spot is a point, the pulse is instantaneous, and the sensor is a point that follows the local temperature without delay. Rough values for silicon near 300 K are a thermal diffusivity $D=0.90$ cm²/s and a heat capacity per volume $C=1.66$ J/(cm³ K).

Let $\theta$ be the temperature rise above the initial value, $r$ the distance from the source, $t$ the time since the pulse and $E$ the released energy. The algebra is in atomic units, with temperature measured as an energy ($k_B=1$) and diffusivity in units of $\hbar/m_e$. The equations are classical, and they keep the same form in practical units.

## A tempting solution

The sensor lies on a straight line from the source. Call this line the $x$ axis. Heat has to travel along it, so it seems enough to solve the heat equation in one dimension,

$$\frac{\partial\theta}{\partial t}=D\frac{\partial^2\theta}{\partial x^2}.$$

A pulse released at $x=0$ then spreads as a Gaussian,

$$\theta\propto t^{-1/2}\,e^{-x^2/4Dt}.$$

At the sensor $x=r$. The logarithm has its maximum at the same time as $\theta$ itself, and

$$\frac{\partial\ln\theta}{\partial t}=-\frac{1}{2t}+\frac{r^2}{4Dt^2}=0
\quad\Longrightarrow\quad t=\frac{r^2}{2D}.$$

For the numbers it is convenient to write $D=0.090$ µm²/ns. The result is $100/(2\times0.090)\approx556$ ns.

## Where it fails

The differentiation is correct. The fault is in the first equation, which leaves out the sideways flow of heat. In three dimensions the right-hand side is

$$D\left(\frac{\partial^2\theta}{\partial x^2}+\frac{\partial^2\theta}{\partial y^2}+\frac{\partial^2\theta}{\partial z^2}\right),$$

and the last two terms do not vanish on the $x$ axis. To see this, use the fact that $\theta$ depends on position through $\rho=\sqrt{x^2+y^2+z^2}$ alone. The chain rule gives $\partial\theta/\partial y=(y/\rho)\,\partial\theta/\partial\rho$. This is zero on the axis, but its derivative with respect to $y$ is not:

$$\left.\frac{\partial^2\theta}{\partial y^2}\right|_{y=z=0}=\frac{1}{x}\frac{\partial\theta}{\partial\rho}\qquad(x>0).$$

The $z$ term has the same value. Since the temperature falls with distance from the source, both terms are negative. They describe heat leaving the axis sideways, which cools the sensor and brings the maximum forward.

The dimensions give the same warning. A one-dimensional pulse is fixed by an energy per area, but the problem supplies an energy. The tempting solution therefore cannot give the height of the peak without an area that nobody has specified.

## The right solution

**The heat equation.** Let $\mathbf J$ be the heat current per area. Conservation of energy reads $C\,\partial\theta/\partial t=-\nabla\cdot\mathbf J$. Fourier's law, with conductivity $CD$, is $\mathbf J=-CD\,\nabla\theta$. For constant $C$ and $D$ these combine to

$$\frac{\partial\theta}{\partial t}=D\nabla^2\theta .$$

**An unbounded solid first.** If the energy $E$ is released at the origin, the initial condition is $\theta(\mathbf r,0)=(E/C)\,\delta^3(\mathbf r)$. Define the Fourier transform by $\theta_{\mathbf q}=\int\theta\,e^{-i\mathbf q\cdot\mathbf r}\,d^3r$. Each spatial derivative becomes a factor $iq$, so $\nabla^2$ becomes $-q^2$, and

$$\frac{d\theta_{\mathbf q}}{dt}=-Dq^2\theta_{\mathbf q},\qquad
\theta_{\mathbf q}(0)=\frac EC,\qquad
\theta_{\mathbf q}(t)=\frac EC\,e^{-Dq^2t}.$$

The inverse transform carries a factor $(2\pi)^{-3}$. Because $q^2=q_x^2+q_y^2+q_z^2$, it splits into three equal types of integral. For the $x$ direction, complete the square:

$$-Dtq_x^2+iq_xx=-Dt\left(q_x-\frac{ix}{2Dt}\right)^2-\frac{x^2}{4Dt}.$$

The integrand has no singularities and vanishes at both ends, so the path of integration may be shifted back to the real axis. With $\int_{-\infty}^{\infty}e^{-Dtq^2}dq=\sqrt{\pi/(Dt)}$,

$$\int_{-\infty}^{\infty}\frac{dq_x}{2\pi}\,e^{-Dtq_x^2+iq_xx}
=\frac{1}{2\pi}\sqrt{\frac{\pi}{Dt}}\,e^{-x^2/4Dt}
=\frac{e^{-x^2/4Dt}}{\sqrt{4\pi Dt}}.$$

The product of the three factors is

$$\theta(r,t)=\frac EC\,\frac{e^{-r^2/4Dt}}{(4\pi Dt)^{3/2}}.$$

Each one-dimensional factor integrates to one over its coordinate, so $C\int\theta\,d^3r=E$ at all times, as conservation of energy requires.

**The insulated face.** Place a source of energy $E$ at depth $h$ below the face, and replace the face by an equal image source at height $h$ above it. The combined temperature is symmetric about the face. Its normal derivative there is zero, so no heat crosses. As $h\to0$ the two sources merge into one of energy $2E$. The rise on the face is thus twice the expression above, at every time. A constant factor does not move the maximum.

**The time of the peak.** At fixed $r$,

$$\ln\theta=\text{constant}-\frac32\ln t-\frac{r^2}{4Dt},$$

and therefore

$$\frac{\partial\ln\theta}{\partial t}=-\frac{3}{2t}+\frac{r^2}{4Dt^2}
=\frac{3}{2t^2}\left(\frac{r^2}{6D}-t\right).$$

The derivative is positive before $r^2/6D$ and negative after it. There is one maximum, and it is the highest value at any time:

$$\boxed{t_p=\frac{r^2}{6D}}$$

For the chip,

$$t_p=\frac{100}{6\times0.090}\ \text{ns}\approx185\ \text{ns},$$

or $7.66\times10^9$ atomic units of time. The tempting answer is three times too long.

The error can now be traced term by term. Differentiating the Gaussian twice gives

$$\frac{\partial^2\theta}{\partial y^2}=\left(\frac{y^2}{4D^2t^2}-\frac{1}{2Dt}\right)\theta .$$

On the $x$ axis each sideways term contributes $-\theta/(2t)$ to $D\nabla^2\theta$. Together they add $-1/t$ to $\partial\ln\theta/\partial t$, which turns the $-1/(2t)$ of the tempting solution into the correct $-3/(2t)$.

**The height of the peak.** At $t=t_p$ one has $4Dt_p=2r^2/3$, so the exponent is $-3/2$. For the unbounded solid,

$$\theta_p=\frac EC\left(\frac{3}{2\pi r^2}\right)^{3/2}e^{-3/2}
=\frac{E}{Cr^3}\left(\frac{3}{2\pi e}\right)^{3/2}.$$

The numerical factor is 0.0736. With $C=1.66\times10^{-3}$ nJ/(µm³ K),

$$\frac{E}{Cr^3}=\frac{1.0}{1.66\times10^{-3}\times1000}\ \text K=0.602\ \text K .$$

An unbounded solid would warm by 44 mK. On the insulated face the rise is twice this, **89 mK**, and $k_B\theta_p$ is $7.6\times10^{-6}$ eV. The diffusivity has dropped out. It sets when the peak occurs, while $E$, $C$ and $r$ set its height. Doubling the distance makes the peak four times later and eight times lower.

## What the peak means

It is natural to picture the peak as the arrival of a heat front, but the solution has no front. Adding the three second derivatives gives

$$D\nabla^2\theta=\left(\frac{r^2}{4Dt^2}-\frac{3}{2t}\right)\theta .$$

At any instant, points with $r^2>6Dt$ are warming and points with $r^2<6Dt$ are cooling. The boundary has a simple meaning. Each Gaussian factor has mean square width $2Dt$, so the mean square distance of the released heat from the source is $6Dt$. The sensor peaks when the root-mean-square radius of the heat cloud equals its own distance.

Dividing the solution by its peak value gives the shape of the signal:

$$\frac{\theta}{\theta_p}=\left(\frac{t_p}{t}\right)^{3/2}
\exp\left[\frac32\left(1-\frac{t_p}{t}\right)\right].$$

On the chip face this gives:

| Time (ns) | Rise (mK) |
|---:|---:|
| 50 | 11 |
| 100 | 62 |
| 185 | 89 |
| 400 | 63 |
| 1000 | 24 |

At early times the exponential suppresses the signal. At late times it tends to the constant $e^{3/2}$, leaving a slow decay as $t^{-3/2}$. The curve is therefore lopsided. Solving for half the peak height numerically gives 81 ns on the way up and 581 ns on the way down.

## When the other answers are right

The factor 6 belongs to a point source. For a long, straight, uniformly heated line, add up point sources along it. The integral over the coordinate along the line removes one Gaussian factor and its $t^{-1/2}$. What remains is proportional to $t^{-1}e^{-r^2/4Dt}$, where $r$ is now the distance from the line, and

$$-\frac1t+\frac{r^2}{4Dt^2}=0\quad\Longrightarrow\quad t=\frac{r^2}{4D}\approx278\ \text{ns}.$$

For a uniformly heated plane, a second integration leaves $t^{-1/2}e^{-r^2/4Dt}$, with $r$ the distance from the plane. The peak is at $r^2/2D\approx556$ ns, which is the tempting answer. That calculation solved a different problem, in which no heat can escape sideways because the neighbouring regions are equally hot. A real heater counts as a line or a plane if its extent is large compared with both $r$ and the distance heat spreads before the peak.

## A source with size and duration

Suppose the heat is released uniformly in a hemisphere of radius $a=2.0$ µm below the face. With its mirror image it forms a full ball, whose mean square radius is $3a^2/5$, or $a^2/5$ along each axis. A cloud from a point source reaches this width when $2Dt=a^2/5$. To leading order in $a/r$, the finite source thus has a head start of

$$\frac{a^2}{10D}=\frac{4.0}{10\times0.090}\ \text{ns}\approx4.4\ \text{ns}.$$

A numerical solution of the heat equation, with the solid divided into spherical shells 0.1 µm thick, gives a peak 4.5 ns earlier.

Now let the same energy arrive at a constant 50 mW over 20 ns. The mean release time is 10 ns after the start, so a delay of about 10 ns is expected. The shell calculation gives 10.4 ns. With both effects the peak comes 191 ns after the start of the pulse, and its height is still 89 mK. At this distance the two idealisations cost little.

Close to the source the solid is much hotter. At the end of the pulse the centre has warmed by about 20 K, enough to change the material constants slightly. Repeating the shell calculation with conductivity proportional to $T^{-1.3}$ and heat capacity to $T^{0.3}$, both rough laws for silicon, delays the peak by a further 0.8 ns and lowers it by less than 0.1 %. These figures belong to $a=2.0$ µm. A smaller source gets much hotter: with the same laws the 20 ns pulse warms the centre by about 190 K for $a=0.5$ µm, and an instantaneous 1 nJ would bring a hemisphere smaller than about 0.5 µm in radius to the melting point. For an instantaneous pulse with $a=0.6$ µm the extra delay at the sensor is still below 3 ns. The point source describes what the sensor sees, not the hot spot itself.

## Beside a real chip

The value of $D$ used here is typical of lightly doped bulk silicon near 300 K. A working chip may be hotter. With the same rough power laws, $D$ varies as $T^{-1.6}$ and falls to 0.57 cm²/s at 400 K, which moves the peak to about 293 ns for the same distance. Handbook values at 400 K give a $D$ nearer 0.54 cm²/s and a peak near 310 ns, so this figure is good to about 6 %. The larger heat capacity at 400 K also lowers the peak to about 80 mK. Of the corrections sized here for a small source on a bulk chip, this is the largest change in the timing. The top face is not a perfect insulator either. If the chip is covered by thick oxide, with rough values of 1.4 W/(m K) and 1.65 J/(cm³ K), a numerical solution for a point pulse on the boundary between the two materials puts the peak at 200 ns and 75 mK. That is 8 % later and 16 % lower than with an insulated face, at 300 K in both cases. "Thick" means thick compared with $\sqrt{4D_{\rm ox}t_p}\approx0.8$ µm, the depth to which heat enters the oxide by the time of the peak. A thinner layer lowers the peak less but can delay it more: 0.4 µm of oxide with an insulated top puts it at about 213 ns and 78 mK. Metal wiring is left out. A thin silicon film on buried oxide is not a half-space, and the point-source formula does not apply to it.

The back of a 300 µm thick chip has no say in the matter. Its effect is that of an image source 600 µm away, reduced relative to the direct signal by a factor of order $e^{-(600)^2/4Dt_p}=e^{-5400}$.

Fourier's law itself has a limit. It requires the carriers of heat, the phonons, to scatter many times on the way. With a rough phonon speed $v=6400$ m/s, the kinetic estimate $D=v\Lambda/3$ gives a mean free path $\Lambda$ of about 42 nm. This single value hides a very wide spread. In silicon at 300 K roughly a third of the heat is carried by phonons with free paths above 1 µm, and roughly a tenth by phonons with paths above 10 µm. A path of 1 µm is a tenth of the distance to the sensor but half the radius of the source, and the longest paths exceed the distance to the sensor. The diffusion picture is therefore more secure for the signal at 10 µm than for the 20 K rise at the centre. These ratios show where to be careful; they do not supply a correction. Even at 10 µm the peak time in real silicon may differ from the Fourier value, by an amount that is not computed here.

Fourier's law also predicts a rise at the sensor immediately after the pulse, before any phonon could arrive. At the mean speed used above, a straight flight over 10 µm takes about 1.56 ns; the fastest longitudinal phonons, at about 9400 m/s, need about 1.1 ns. Even at 1.56 ns the predicted rise contains the factor $e^{-r^2/4Dt}\approx e^{-178}$, so this defect has no practical effect on the curve.
